Resolution-of-identity G0W0 on the imaginary axis: cost and fitting error

A closed-shell atom or molecule has been treated in the Hartree-Fock approximation, giving real orbitals φ_n with energies ε_n. Its electron addition and removal energies are wanted in the G0W0 approximation, without handling four-index integrals. Hartree atomic units are used. The index i denotes occupied orbitals, a empty ones, and n, m any orbital. Pair densities are ρ_nm = φ_n φ_m, gaps are Δ_ia = ε_a − ε_i > 0, and

(f|g) = ∫∫ f(r) g(r′) / |r − r′| dr dr′,  (nm|kl) = (ρ_nm|ρ_kl).

Sums are written ∑; the letter Σ is kept for the self-energy.

**(a) Let each pair density be fitted by ρ̃ = ∑_P c_P P(r), with linearly independent functions P. Choose c so that the residual δρ = ρ − ρ̃ has the smallest self-repulsion. Write the fitted integrals with three-index quantities and find their error.**

With V_PQ = (P|Q) and b_P = (P|ρ), the quantity to minimise is

(δρ|δρ) = (ρ|ρ) − 2 ∑_P c_P b_P + ∑_PQ c_P V_PQ c_Q.

The Coulomb kernel has the positive Fourier transform 4π/k², so (f|f) > 0 for f ≠ 0 and V is positive definite. Setting the derivative with respect to c_P to zero gives

∑_Q V_PQ c_Q = b_P, which is the same as (P|δρ) = 0 for every P.

Hence c = V⁻¹b. For two densities ρ and σ,

(ρ̃|σ̃) = b_ρᵀ V⁻¹ V V⁻¹ b_σ = b_ρᵀ V⁻¹ b_σ.

Splitting V⁻¹ into two square roots gives

(nm|kl) ≈ ∑_P B_P^nm B_P^kl,  B_P^nm = ∑_Q (V^−1/2)_PQ (Q|nm).

For the error, insert ρ = ρ̃ + δρ and σ = σ̃ + δσ:

(ρ|σ) = (ρ̃|σ̃) + (ρ̃|δσ) + (δρ|σ̃) + (δρ|δσ).

Both ρ̃ and σ̃ are combinations of the P, so the two middle terms vanish by the fitting condition, and

(ρ|σ) − (ρ̃|σ̃) = (δρ|δσ).

The error is a product of two residuals: if both are of order λ, it is of order λ². By the Cauchy-Schwarz inequality its magnitude is at most [(δρ|δρ)(δσ|δσ)]^1/2. For σ = ρ it is non-negative, so a fitted self-repulsion is never too large. If one density is fitted badly, the error is first order in the residual of the other.

**(b) Fit ρ = exp(−r²) by one function exp(−qr²), q = 1 + λ. Compare the error of (ρ|ρ) for the fit of part (a) with that for a fit minimising ∫(δρ)² dr.**

The Fourier transform of exp(−pr²) is (π/p)^3/2 exp(−k²/4p). The Coulomb integral of two Gaussians is therefore

J(p,q) = (2/π) (π²/pq)^3/2 ∫₀^∞ exp[−k²(p+q)/(4pq)] dk = 2π^5/2 / [pq (p+q)^1/2],

because the k integral equals [πpq/(p+q)]^1/2. In the Coulomb metric the coefficient is J(1,q)/J(q,q), so

(ρ̃|ρ̃)/(ρ|ρ) = J(1,q)² / [J(1,1) J(q,q)] = 2q^1/2/(1+q) = (1+λ)^1/2/(1+λ/2)
= (1 + λ/2 − λ²/8)(1 − λ/2 + λ²/4) + … = 1 − λ²/8 + …

In the overlap metric the overlap of two Gaussians is [π/(p+q)]^3/2. The coefficient is then [2q/(1+q)]^3/2, and J(q,q)/J(1,1) = q^−5/2, so

(ρ̃|ρ̃)/(ρ|ρ) = [2q/(1+q)]³ q^−5/2 = (1+λ)^1/2 (1+λ/2)⁻³ = 1 − λ + …

For λ = 0.02 the errors relative to (ρ|ρ) are 4.90×10⁻⁵ and 1.98×10⁻²; for λ = 0.01 they are 1.24×10⁻⁵ and 9.94×10⁻³. Halving λ divides the first error by about four and the second by about two. The overlap fit makes δρ orthogonal to the fitting function itself, not to its Coulomb potential, so the cross terms of part (a) survive.

**(c) Find the screening part of the interaction, w_nm(iω) = (ρ_nm|W − v|ρ_nm), in terms of B. Here v is the bare Coulomb interaction and W is screened in the random-phase approximation.**

First the response of independent electrons is needed. Apply a real potential u(r) with time factor exp(−izt), Im z > 0, together with its complex conjugate. An occupied orbital acquires an admixture c_a(t) of φ_a that obeys

i dc_a/dt = Δ_ia c_a + u_ia [exp(−izt) + exp(iz*t)].

Its solution is c_a = u_ia exp(−izt)/(z − Δ_ia) − u_ia exp(iz*t)/(z* + Δ_ia). The density change is 2∑_ia ρ_ia (c_a + c_a*), the factor 2 counting spin. Its part proportional to exp(−izt) has the coefficient

2 ∑_ia ρ_ia u_ia [1/(z − Δ_ia) − 1/(z + Δ_ia)] = ∑_ia ρ_ia u_ia 4Δ_ia/(z² − Δ_ia²).

At z = iω the response function is therefore

χ₀(r,r′,iω) = −∑_ia g_ia ρ_ia(r) ρ_ia(r′),  g_ia = 4Δ_ia/(Δ_ia² + ω²).

Now solve W = v + vχ₀W. Define K_ia,jb = (ia|jb), k_ia = (ia|nm), t_ia = (ρ_ia|W|ρ_nm), and let g also denote the diagonal matrix of the g_ia. Then t = k − K g t, so t = (1 + Kg)⁻¹k, and

w_nm = −kᵀ g t = −kᵀ g (1 + Kg)⁻¹ k = −kᵀ (g⁻¹ + K)⁻¹ k.  (1)

The inverse exists because g⁻¹ is positive and K, a matrix of Coulomb products, has no negative eigenvalue.

Insert the fitted integrals. Let β be the matrix with elements B_P^ia and b the vector B_P^nm, so that K = βᵀβ and k = βᵀb. Define

Π_PQ(iω) = −(βgβᵀ)_PQ = −4 ∑_ia B_P^ia B_Q^ia Δ_ia/(Δ_ia² + ω²).

Since (1 + βᵀβg)βᵀ = βᵀ(1 + βgβᵀ), we have (1 + βᵀβg)⁻¹βᵀ = βᵀ(1 − Π)⁻¹. Therefore

w_nm = −bᵀβgβᵀ(1 − Π)⁻¹b = bᵀΠ(1 − Π)⁻¹b,

w_nm(iω) = ∑_PQ B_P^nm {[1 − Π(iω)]⁻¹ − 1}_PQ B_Q^nm.  (2)

The step from (1) to (2) adds no approximation beyond the fit of the integrals. All eigenvalues of 1 − Π are at least 1, so the inversion is well conditioned from below, and w_nm ≤ 0: screening weakens the repulsion.

**(d) The correlation self-energy in the diagonal approximation is**

Σᶜ_n(E) = (i/2π) ∫ dω′ ∑_m w_nm(ω′)/(E + ω′ − ε_m ± iη),

**with the upper sign for empty and the lower for occupied m. Turn the integral onto the imaginary axis, and find what changes when E rises just above the LUMO.**

The poles of w must be located first. At real frequency g⁻¹ = (Δ² − ω′²)/(4Δ), and

g⁻¹ + K = ¼ Δ^−1/2 (R − ω′²) Δ^−1/2,  R = Δ² + 4Δ^1/2 K Δ^1/2.

R is positive definite. With eigenvalues Ω_s² and eigenvectors Z_s, equation (1) becomes

w_nm(ω′) = −∑_s M_s² 2Ω_s/(Ω_s² − ω′²),  M_s² = 2(kᵀΔ^1/2 Z_s)²/Ω_s,

where M_s depends on n and m. In the time-ordered interaction Ω_s carries −iη, so the poles ±(Ω_s − iη) lie in the fourth and second quadrants. For E between HOMO and LUMO, the poles of the Green function lie at ε_a − E − iη (fourth quadrant) and ε_i − E + iη (second). Turning the contour counterclockwise from the real to the imaginary axis sweeps the first and third quadrants and meets none of them. The integrand falls as |ω′|⁻³, so the arcs do not contribute. With ω′ = iu and dω′ = i du, the prefactor becomes i·i/2π = −1/2π:

Σᶜ_n(E) = −(1/2π) ∫ du ∑_m w_nm(iu)/(E + iu − ε_m).  (3)

Since w is even in u, adding the contributions of u and −u gives, with x_m = E − ε_m,

Σᶜ_n(E) = −(1/π) ∑_m ∫₀^∞ w_nm(iu) x_m/(x_m² + u²) du.

Equation (3) also holds for complex energy z with Re z in the gap, because no denominator vanishes as z leaves the real axis.

The integral can be done term by term using ∫₀^∞ du/[(x²+u²)(Ω²+u²)] = π/[2|x|Ω(|x|+Ω)]. The result is

Σᶜ_n(E) = ∑_i,s M_s²/(E − ε_i + Ω_s) + ∑_a,s M_s²/(E − ε_a − Ω_s).

For E in the gap, occupied orbitals push the level up and empty ones push it down.

This pole sum is the correct function for E outside the gap too. To see this, write w_nm(ω′) = ∑_s M_s² [1/(ω′ − Ω_s + iη) − 1/(ω′ + Ω_s − iη)] in the real-axis integral. For empty m the Green-function pole lies below the axis for every real E; closing above picks up ω′ = −Ω_s and gives (i/2π)(2πi)[−M_s²/(x_m − Ω_s)] = M_s²/(x_m − Ω_s). For occupied m the pole lies above the axis; closing below picks up ω′ = Ω_s and gives (i/2π)(−2πi) M_s²/(x_m + Ω_s) = M_s²/(x_m + Ω_s). Suppose x = E − ε_L is small and positive, L being the LUMO. The integral in (3) then gives M_s²/(x + Ω_s) for m = L, where M_s²/(x − Ω_s) is required. The missing part is

∑_s M_s² [1/(x − Ω_s) − 1/(x + Ω_s)] = −∑_s M_s² 2Ω_s/(Ω_s² − x²) = w_nL(x).

It is the residue of the Green-function pole that has moved into the third quadrant. Below the gap the sign is reversed: for an occupied m with x_m < 0 the integral gives M_s²/(x_m − Ω_s) where M_s²/(x_m + Ω_s) is required, so the missing part is −w_nm(x_m). For levels away from the gap one adds +w_nm(x_m) for each empty m below E and −w_nm(x_m) for each occupied m above E, or evaluates (3) at z = μ + iω, with μ in the gap, and continues the result analytically to real energies.

**(e) Orbitals and energies are held fixed. How does the fitting error enter Σᶜ?**

By part (a), fitting replaces K by K − D and k by k − d, where

D_ia,jb = (δρ_ia|δρ_jb),  d_ia = (δρ_ia|δρ_nm).

Let A = g⁻¹ + K and y = A⁻¹k. Expanding (A − D)⁻¹ = A⁻¹ + A⁻¹DA⁻¹ + … in equation (1),

w̃_nm − w_nm = −(k − d)ᵀ(A − D)⁻¹(k − d) + kᵀA⁻¹k
= 2dᵀy − yᵀDy + …

The leading change is linear in D and d, hence second order in the density residuals. Equation (3) is linear in w, so the error of Σᶜ is second order as well. Its sign is not fixed, because the two terms can oppose each other. The argument requires small residuals for all pairs that matter.

**(f) How does the work grow with system size N for the diagonal Σᶜ_n(μ + iω) of all states?**

Let the number of orbitals N_b, of occupied and empty orbitals N_o and N_e, and of fitting functions N_x all grow as N, on a fixed frequency grid. The leading operation counts are:

- transforming (Q|nm) to orbitals: N_x N_b³
- multiplying by V^−1/2: N_x² N_b²
- forming Π, per frequency: N_x² N_o N_e
- solving with 1 − Π for all pairs nm, per frequency: N_x² N_b², plus N_x³ for the factorisation
- the final product with B, per frequency: N_x N_b²

No step exceeds N⁴. Assembling (3) from the stored w_nm costs N² for each pair of frequencies, and B needs N³ storage. The mean-field calculation is not included. Neither are residues: each needs Π at a new frequency, so a deep state whose number of residues grows with N costs N⁵ by itself.

The multiplications and divisions were counted while these steps ran on random arrays with N_x = 2N_b, N_o = N_b/4 and one frequency; V^−1/2 was taken as given, and the linear equations were solved by Gauss-Jordan elimination. For N_b = 4, 8 and 16 the counts are 3704, 55 616 and 862 208. The exponents log₂ of successive ratios are 3.91 and 3.95, approaching 4 as the cubic terms lose weight. These are operation counts, not run times.

**(g) Find the ionization energy of the Rb atom from the 5s level of Rb⁺.**

Rb⁺ has a closed shell, and its LUMO is 5s. The energy of an electron added there is minus the ionization energy of the neutral atom. The def2-TZVPP basis has 40 orbitals here; its effective core potential replaces 28 inner electrons and leaves 4s²4p⁶. Spin-orbit coupling is omitted. Hartree-Fock gives

ε_4p = −1.0107 Ha,  ε_5s = −0.139366 Ha.

Exchange is already contained in ε_5s, so the level E solves

E = ε_5s + Σᶜ_5s(E).

Near the solution, x for m = 5s is small and x/(x² + u²) is a sharp peak. Because ∫₀^∞ 2x/(x²+u²) du = π sgn x, the peak can be integrated by hand:

∫₀^∞ w(iu) 2x/(x²+u²) du = ∫₀^∞ [w(iu) − w(0)] 2x/(x²+u²) du + π w(0) sgn x.

The remaining integral is smooth enough for Gauss-Legendre quadrature in t, with u = (1+t)/(1−t) Ha. With a fitting space that contains all the pair densities needed, 12 points leave an error of 5×10⁻⁸ Ha in Σᶜ relative to the pole sum. At the solution,

Σᶜ = 0.000744 (occupied m) − 0.007818 (empty m) = −0.007074 Ha,

E = −0.139366 − 0.007074 = −0.146440 Ha.

The solution lies in the gap, so no residue is needed. The ionization energy rises from 3.79 eV, the frozen-orbital Hartree-Fock value −ε_5s, to 3.98 eV in G0W0; the measured value is roughly 4.2 eV. The G0W0 value is not converged in the basis. With the same core potential it becomes 4.03 eV in def2-QZVPP and 4.07 eV in an uncontracted set of 113 functions up to g, where Σᶜ reaches about −0.010 Ha while ε_5s moves by less than 10⁻⁴ Ha. Nearly half of the distance to experiment thus comes from the basis, not from the method. The six decimals above describe the model in this basis and serve to check the formulas; they are not a physical accuracy.

The lowering comes from the polarisation of the core by the outer electron. The 5s orbital itself contributes little as m: w(0) is −0.000141 Ha there, and since |w(iu)| is largest at u = 0, its share is at most half of this in magnitude, about 0.000071 Ha. A spherical density outside the core produces a constant potential inside it, which does not mix i with a. The response must therefore come mainly from ρ_5s,m with other empty m.

At E = −0.114714 Ha, between the 5s level and the next empty one, the pole sum minus the imaginary-axis integral is −0.000141 Ha, which equals the residue of part (d) to the digits given. Here x is far below every Ω_s, so w(x) differs from w(0) only beyond these digits; the comparison shows the sign and size of the residue.

To see the order of the fitting error, start from the complete fitting space and add to each of its functions λ times random functions from inside and outside that space. When λ goes from 0.04 to 0.02, the largest residual norm (δρ|δρ)^1/2 falls from 0.0164 to 0.0082 Ha^1/2, and the error of Σᶜ falls from 2.23×10⁻⁵ to 0.56×10⁻⁵ Ha. The residual halves and the error is quartered, as part (e) requires.

As actual fitting sets, take Gaussians whose exponents form a geometric series. Angular momenta up to 4 suffice, since occupied orbitals have at most 1 and the basis at most 3. The errors of Σᶜ, at fixed E, are:

- exponent ratio 16, 100 functions: 4.0×10⁻³ Ha
- exponent ratio 4, 175 functions: 4.2×10⁻⁴ Ha
- exponent ratio 2, 325 functions: 2.8×10⁻⁸ Ha

The first error is more than half of Σᶜ itself. The largest errors of the fitted integrals for the three sets are 3.0×10⁻², 4.6×10⁻³ and 9.3×10⁻⁶ Ha; the error of Σᶜ keeps no fixed ratio to them, so these sets show convergence but do not measure the order. Second-order behaviour does not make a poor fitting set accurate; it makes the error fall quickly once the residuals are small.
